\section*{Mobility reduction in a nonparabolic Kane band: InSb at 300 K}

\section*{Question}

Atomic units are used in the algebra, so that $\hbar=m_e=e=1$. An isotropic conduction band with two spin states has the dispersion
\begin{equation}
\gamma(E)\equiv E(1+\alpha E)=\frac{k^2}{2m},\qquad \alpha\ge 0,
\label{kane}
\end{equation}
where $E$ is measured from the band edge and $m$ is the band-edge mass. A prime on $\gamma$ denotes $d/dE$. The equilibrium occupation is $f(E)=[e^{(E-\zeta)/\Theta}+1]^{-1}$, with Fermi level $\zeta$ and $\Theta=k_BT$. Define the transport integrals
\begin{equation}
I[a,b]=\int_0^\infty\left(-\frac{\partial f}{\partial E}\right)\frac{\gamma^a}{(\gamma')^b}\,dE .
\label{Idef}
\end{equation}

\begin{enumerate}
\item[(a)] Obtain (\ref{kane}) from a two-band model in which a conduction state at energy $0$ and a valence state at energy $-E_g$ are coupled by a matrix element $Pk$. Express $\alpha$ through the gap $E_g$.
\item[(b)] Find the speed $v(E)$ and the density of states $g(E)$ per volume.
\item[(c)] Express the electron density $n$ and the mobility $\mu$ for a relaxation time $\tau(E)$ as integrals over energy. Does the dispersion by itself fix the ratio of $\mu$ to its value at $\alpha=0$?
\item[(d)] Electrons scatter elastically and without spin flip. The squared matrix element is $Wq^{-2p}/V$, where $q$ is the momentum transfer, $V$ the volume and $0\le p<2$. Find $\tau(E)$ and the mobility.
\item[(e)] Let $R=\mu(\alpha)/\mu(0)$ at equal $m$, $n$, $T$ and equal $\tau$ (if constant) or $W$. Find $R$ to first order in $\beta=\alpha\Theta$ for a nondegenerate gas, and find its degenerate limit.
\item[(f)] Evaluate $R$ for InSb at 300 K with constant $\tau$, with $p=0$ (short-range scattering) and with $p=1$ (unscreened $1/q^2$). Use the rough material values $m=0.014$ and $E_g=0.17$ eV, and the chosen density $n=2\times10^{-8}$ \AA$^{-3}$. Discuss what the numbers depend on.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Origin of the nonparabolicity}

The energies are the eigenvalues of
\begin{equation}
H=\begin{pmatrix}0&Pk\\ Pk&-E_g\end{pmatrix}.
\end{equation}
The condition $\det(H-E)=0$ reads $(-E)(-E_g-E)-P^2k^2=0$, or $E(E+E_g)=P^2k^2$. Division by $E_g$ gives
\begin{equation}
E\left(1+\frac{E}{E_g}\right)=\frac{P^2}{E_g}k^2 .
\end{equation}
For small $k$ the conduction energy must be $k^2/2m$, which requires $P^2=E_g/2m$. The result is (\ref{kane}) with
\begin{equation}
\alpha=\frac{1}{E_g}.
\end{equation}
The model omits the free-electron kinetic energy, the remote bands and the split-off valence band. The first two omissions are justified for a small gap and a small mass. The third is harmless only if the spin-orbit splitting of the valence band is much smaller or much larger than the gap. The value of $\alpha$ is therefore a model value.

\subsection*{(b) Speed and density of states}

From (\ref{kane}), $\gamma'=1+2\alpha E$. Differentiating both sides with respect to $k$ gives $\gamma'\,dE/dk=k/m$. Since $v=dE/dk$ and $k=(2m\gamma)^{1/2}$,
\begin{equation}
v=\frac{k}{m\gamma'}=\frac{1}{\gamma'}\left(\frac{2\gamma}{m}\right)^{1/2}.
\label{v}
\end{equation}
At given $k$ the electron is slower than in the parabolic band by the factor $1/\gamma'$. At high energy $\gamma\to\alpha E^2$ and $\gamma'\to2\alpha E$, so the speed saturates at $(2m\alpha)^{-1/2}$.

The number of states per volume with wave number below $k$, both spins included, is
\begin{equation}
N=\frac{2}{(2\pi)^3}\,\frac{4\pi k^3}{3}=\frac{k^3}{3\pi^2}=\frac{(2m)^{3/2}}{3\pi^2}\,\gamma^{3/2}.
\label{N}
\end{equation}
Its energy derivative is the density of states. Because $d\gamma^{3/2}/dE=\tfrac32\gamma^{1/2}\gamma'$,
\begin{equation}
g=\frac{(2m)^{3/2}}{2\pi^2}\,\gamma^{1/2}\gamma' .
\label{g}
\end{equation}
The flattening that lowers the speed packs more states into each energy interval.

\subsection*{(c) Density and mobility}

In $n=\int_0^\infty gf\,dE$ write $g=dN/dE$ and integrate by parts. The boundary term $Nf$ vanishes at $E=0$, where $N=0$, and at infinity, where $f$ decays exponentially. Hence
\begin{equation}
n=\int_0^\infty N\left(-\frac{\partial f}{\partial E}\right)dE=\frac{(2m)^{3/2}}{3\pi^2}\,I[\tfrac32,0].
\label{n}
\end{equation}

In a weak uniform field $\mathbf F$ the force on an electron is $-\mathbf F$. The stationary Boltzmann equation, linear in the field, is
\begin{equation}
-\mathbf F\cdot\nabla_{\mathbf k}f=-\frac{\delta f}{\tau}.
\end{equation}
With $\nabla_{\mathbf k}f=\mathbf v\,\partial f/\partial E$ this gives $\delta f=\tau\,\mathbf F\cdot\mathbf v\,\partial f/\partial E$. The charge is $-1$, so the current density is
\begin{equation}
\mathbf j=-2\int\frac{d^3k}{(2\pi)^3}\,\mathbf v\,\delta f
=2\int\frac{d^3k}{(2\pi)^3}\,\mathbf v\,(\mathbf v\cdot\mathbf F)\,\tau\left(-\frac{\partial f}{\partial E}\right).
\end{equation}
The two minus signs cancel and the current is along the field. The angular average replaces $\mathbf v(\mathbf v\cdot\mathbf F)$ by $v^2\mathbf F/3$, so the conductivity is
\begin{equation}
\sigma=\int_0^\infty \frac{g v^2}{3}\,\tau\left(-\frac{\partial f}{\partial E}\right)dE .
\end{equation}
From (\ref{v}) and (\ref{g}),
\begin{equation}
\frac{g v^2}{3}=\frac{(2m)^{3/2}}{2\pi^2}\gamma^{1/2}\gamma'\,\frac{2\gamma}{3m\gamma'^2}
=\frac{(2m)^{3/2}}{3\pi^2}\,\frac{\gamma^{3/2}}{m\gamma'} .
\end{equation}
The mobility is $\mu=\sigma/n$ for unit charge. The common prefactor cancels:
\begin{equation}
\mu=\frac{1}{m\,I[\frac32,0]}\int_0^\infty\left(-\frac{\partial f}{\partial E}\right)\frac{\gamma^{3/2}}{\gamma'}\,\tau(E)\,dE .
\label{mu}
\end{equation}

The dispersion alone does not fix the ratio asked for. One must also know $\tau(E)$, how $\tau$ changes with $\alpha$, and what is held equal in the comparison. If $\tau$ is a constant independent of $\alpha$, then
\begin{equation}
\mu=\frac{\tau}{m}\,\frac{I[\frac32,1]}{I[\frac32,0]} .
\label{muconst}
\end{equation}
The ratio of integrals is the mean of $1/\gamma'$ with the positive weight $(-\partial f/\partial E)\gamma^{3/2}$. It equals one at $\alpha=0$ and is below one for $\alpha>0$. One may define a conductivity mass $m_c$ by $\mu=\tau/m_c$.

\subsection*{(d) Relaxation time from elastic scattering}

By the golden rule the rate from $\mathbf k$ to $\mathbf k'$ is $S=2\pi(W/V)q^{-2p}\delta(E-E')$, which is symmetric in the two states. The collision term contains $f_{k'}(1-f_k)-f_k(1-f_{k'})=f_{k'}-f_k$, so the exclusion factors cancel. Equilibrium drops out because $E=E'$, which leaves
\begin{equation}
\left(\frac{\partial f}{\partial t}\right)_{c}=\sum_{\mathbf k'}S\,(\delta f_{k'}-\delta f_k).
\end{equation}
The deviation found in (c) has the form $\delta f=c(E)\,\mathbf F\cdot\hat{\mathbf k}$. Write $\hat{\mathbf k}'=\cos\theta\,\hat{\mathbf k}+\sin\theta\,\hat{\mathbf e}$ with $\hat{\mathbf e}\perp\hat{\mathbf k}$. Since $q=2k\sin(\theta/2)$ does not depend on the azimuth, the term with $\hat{\mathbf e}$ averages to zero. What remains is $-\delta f_k/\tau$, with
\begin{equation}
\frac1\tau=2\pi W\,\frac g2\,\big\langle q^{-2p}(1-\cos\theta)\big\rangle .
\end{equation}
The factor $g/2$ appears because spin is conserved, and the brackets denote the average over directions. A relaxation time therefore solves this elastic, isotropic problem without further approximation.

Set $u=\sin^2(\theta/2)$. Then $1-\cos\theta=2u$, $q^2=4k^2u$, and the averaging measure is $\tfrac12\sin\theta\,d\theta=du$. Thus
\begin{equation}
\big\langle q^{-2p}(1-\cos\theta)\big\rangle=\int_0^1 2u\,(4k^2u)^{-p}\,du=\frac{2(4k^2)^{-p}}{2-p}.
\end{equation}
The integral converges at small angles for $p<2$. The unscreened Coulomb case $p=2$ diverges logarithmically and needs screening. Inserting $k^2=2m\gamma$ and (\ref{g}),
\begin{equation}
\tau=\frac{(2-p)(8m\gamma)^p}{2\pi W g}
=\frac{\pi(2-p)(8m)^p}{W(2m)^{3/2}}\;\frac{\gamma^{p-1/2}}{\gamma'} .
\label{tau}
\end{equation}
With (\ref{mu}) this gives
\begin{equation}
\mu=\frac{\pi(2-p)(8m)^p}{mW(2m)^{3/2}}\;\frac{I[p+1,2]}{I[\frac32,0]} .
\label{mup}
\end{equation}
One factor $1/\gamma'$ comes from the velocity. The other comes from the larger number of final states.

The matrix element was taken to be independent of $\alpha$, which sets the overlap of the Bloch functions to one. For a potential that varies slowly over a unit cell, the matrix element is the Fourier component of the potential times this overlap. The squared overlap, summed over the two final spin states, cannot exceed one. Since $1-\cos\theta\ge0$, including it would then lower $1/\tau$ in the nonparabolic band, and the reduction would be weaker than (\ref{mup}) gives. The correction is not small. In the model of (a), take the valence state as the $p$ orbital directed along $\mathbf k$. The lower row of the eigenvalue equation gives a ratio of valence to conduction weight $P^2k^2/(E+E_g)^2=E/(E+E_g)$, so the valence weight is $s=\alpha E/\gamma'$ and the overlap is $1-s+s\cos\theta$. For backscattering its square is $(1-2s)^2=1/\gamma'^2$. For a potential of atomic range this factorization fails: the valence part of the state scatters with its own strength, and the argument does not fix the sign of the correction.

\subsection*{(e) Limiting forms of the reduction}

The prefactors in (\ref{muconst}) and (\ref{mup}) do not contain $\alpha$. With $(a,b)=(\tfrac32,1)$ for constant $\tau$ and $(p+1,2)$ for scattering,
\begin{equation}
R=\frac{\big(I[a,b]/I[\frac32,0]\big)_{\alpha}}{\big(I[a,b]/I[\frac32,0]\big)_{\alpha=0}} .
\label{R}
\end{equation}
The Fermi levels in numerator and denominator differ, because each must give the same $n$ through (\ref{n}).

\paragraph{Nondegenerate gas.} Here $-\partial f/\partial E=\Theta^{-1}e^{(\zeta-E)/\Theta}$. The factor $e^{\zeta/\Theta}$ cancels in each quotient, so $R$ does not depend on density. With $x=E/\Theta$ we have $\gamma=\Theta x(1+\beta x)$ and $\gamma'=1+2\beta x$. To first order in $\beta$,
\begin{align}
\frac{I[a,b]}{\Theta^a e^{\zeta/\Theta}}
&=\int_0^\infty e^{-x}x^a\frac{(1+\beta x)^a}{(1+2\beta x)^b}\,dx\nonumber\\
&\simeq\int_0^\infty e^{-x}x^a\,[1+(a-2b)\beta x]\,dx\nonumber\\
&=\Gamma(a+1)\,[1+(a-2b)(a+1)\beta].
\end{align}
The last line uses $\Gamma(a+2)=(a+1)\Gamma(a+1)$. For $I[\frac32,0]$ the bracket is $1+\frac{15}{4}\beta$. For $I[\frac32,1]$ it is $1-\frac54\beta$, and for $I[p+1,2]$ it is $1-(3-p)(p+2)\beta$. Therefore
\begin{align}
R&\simeq1-5\beta &&\text{(constant }\tau),\\
R&\simeq1-\Big[\tfrac{15}{4}+(3-p)(p+2)\Big]\beta &&\text{(scattering)}.
\label{first}
\end{align}
For both $p=0$ and $p=1$ the product $(3-p)(p+2)$ is 6, so these mechanisms share the slope $39/4$. The large coefficients confine the expansion to $\beta\ll0.1$.

The density integral can be done for any $\beta$. Put $z=1/2\beta$ and $w=1+2\beta x$, so that $x=z(w-1)$ and $x+\beta x^2=z(w^2-1)/2$. Then
\begin{align}
\int_0^\infty e^{-x}(x+\beta x^2)^{3/2}dx
&=z\left(\frac z2\right)^{3/2}e^z\int_1^\infty e^{-zw}(w^2-1)^{3/2}dw\nonumber\\
&=\frac{3z^{1/2}}{2^{3/2}}\,e^zK_2(z),
\end{align}
because the modified Bessel function has the representation $K_\nu(z)=\frac{\sqrt\pi\,(z/2)^\nu}{\Gamma(\nu+\frac12)}\int_1^\infty e^{-zw}(w^2-1)^{\nu-1/2}dw$, which for $\nu=2$ and $\Gamma(\frac52)=3\sqrt\pi/4$ gives $3K_2(z)/z^2$ for the integral over $w$. Division by the parabolic value $\Gamma(\frac52)=3\sqrt\pi/4$ shows that, at fixed Fermi level, nonparabolicity multiplies the density by
\begin{equation}
G=\left(\frac{2z}{\pi}\right)^{1/2}e^zK_2(z).
\label{G}
\end{equation}
At fixed density the Fermi level must therefore fall by $\Theta\ln G$.

\paragraph{Degenerate gas.} For $\Theta\to0$ the function $-\partial f/\partial E$ becomes a delta function at the Fermi energy $E_F$, and $I[a,b]\to\gamma_F^a/(\gamma'_F)^b$. The density fixes $k_F=(3\pi^2n)^{1/3}$, and hence $\gamma_F=k_F^2/2m$, whatever the value of $\alpha$. The powers of $\gamma_F$ cancel in (\ref{R}). Since $\gamma'^2=1+4\alpha E+4\alpha^2E^2=1+4\alpha\gamma$,
\begin{equation}
R\to\frac{1}{(\gamma'_F)^b},\qquad
\gamma'_F=\left(1+\frac{4\alpha k_F^2}{2m}\right)^{1/2},
\label{deg}
\end{equation}
with $b=1$ for constant $\tau$ and $b=2$ for scattering.

\subsection*{(f) InSb at 300 K}

In eV and \AA, $k^2/2m$ becomes $\hbar^2k^2/2m$ with $\hbar^2/2m=272.1$ eV\,\AA$^2$. The other parameters are
\begin{equation}
\alpha=\frac{1}{0.17}=5.88\ \text{eV}^{-1},\quad
\Theta=0.02585\ \text{eV},\quad
\beta=5.88\times0.02585=0.152 .
\end{equation}

\paragraph{A typical electron.} At $E=\frac32\Theta=0.0388$ eV,
\begin{equation}
\gamma'=1+2(5.88)(0.0388)=1.456 .
\end{equation}
The speed is 7.51 \AA/fs, against 9.87 \AA/fs in the parabolic band at the same energy, a ratio of 0.76. The density of states is $3.59\times10^{-6}$ eV$^{-1}$\AA$^{-3}$ against $2.22\times10^{-6}$ eV$^{-1}$\AA$^{-3}$, a ratio of 1.61. Nonparabolicity is thus a large effect at thermal energies.

\paragraph{Fermi level.} Solving (\ref{n}) for the chosen density gives $\zeta=-0.0296$ eV, against $-0.0146$ eV for the parabolic band. The drop is 0.015 eV. Equation (\ref{G}) gives $G=1.64$ and a drop of $0.02585\ln1.64=0.013$ eV. The difference is due to Fermi statistics, since nondegeneracy is the one approximation made in (\ref{G}).

\paragraph{Reduction.} Numerical integration of (\ref{R}) with full Fermi statistics gives
\begin{center}
\begin{tabular}{lcc}
relaxation time & $R$ & mobility lowered by\\
constant $\tau$ & 0.56 & 44\,\%\\
$p=0$ & 0.33 & 67\,\%\\
$p=1$ & 0.35 & 65\,\%
\end{tabular}
\end{center}
For constant $\tau$ the conductivity mass is $m_c=0.014/0.557=0.025$ electron masses. The numerical check compares these ratios with integrals taken directly in $k$ space.

\paragraph{Separating the causes.} Replace $I[p+1,2]$ by $I[p+1,1]$ in (\ref{R}). This keeps $\tau$ as a function of $k$ at its parabolic form and removes the extra final states. The results factorize as
\begin{align}
p=0:&\quad 0.503\times0.656=0.33,\\
p=1:&\quad 0.659\times0.538=0.35 .
\end{align}
The first factor contains the lower velocity and also a redistribution. Energy rises more slowly with $k$ in the Kane band, so at equal density the electrons extend to larger $k$. There the parabolic $\tau\propto k^{2p-1}$ is shorter for $p=0$ and longer for $p=1$, which makes the first factor smaller for $p=0$.

The second factor is the mean of $1/\gamma'$ with weight $(-\partial f/\partial E)\gamma^{p+1}/\gamma'$. A larger $p$ moves this weight to higher energy, where $1/\gamma'$ is smaller. The two differences nearly compensate, and the totals are close.

\paragraph{The first-order formulas fail here.} At $\beta=0.152$ they give $1-5\beta=0.24$ for constant $\tau$ and $1-\frac{39}{4}\beta=-0.48$ for the two scattering cases. The integrals in the dilute limit, represented by $n=10^{-13}$ \AA$^{-3}$, give 0.57, 0.34 and 0.37 in the order of the table. This density is a formal limit of the conduction-band integrals: at 300 K it would put the Fermi level near $-0.35$ eV, inside the valence band. A negative mobility ratio is impossible, so the integrals must be evaluated in full.

\paragraph{Dependence on density and gap.} At $n=10^{-6}$ \AA$^{-3}$ the three values of $R$ fall to 0.353, 0.134 and 0.130. Equation (\ref{deg}) gives $\gamma'_F=2.67$, with limits $1/\gamma'_F=0.375$ and $1/\gamma'^2_F=0.140$. The room-temperature values lie 4 to 7\,\% below these limits. The gas is not fully degenerate: $E_F=(\gamma'_F-1)/2\alpha=0.142$ eV is 5.5 times $\Theta$.

At the original density, changing the gap to 0.16 or 0.18 eV moves each $R$ by about 0.015. The second decimal is therefore uncertain through the rough gap alone, and this range is narrow. The mass 0.014 is the low-temperature value, which belongs with the low-temperature gap of about 0.235 eV; with that gap in $\alpha$ the three values become 0.63, 0.42 and 0.44. Restoring the free-electron kinetic energy at the same $m$ and $E_g$ raises each $R$ by about 0.01. The split-off valence band omitted in (a) lies about 0.8 eV below the upper valence bands in InSb. Including it at the same $m$ and $E_g$ raises each tabulated $R$ by about 0.03. For the scattering cases the neglected Bloch overlap matters far more. Placing $(1-s+s\cos\theta)^2$ from (d) inside the angular average raises $R$ from 0.35 to 0.57 for $p=1$, and from 0.33 to 0.54 for $p=0$ if that potential varies slowly over a unit cell. This overlap is the one for vanishing spin-orbit splitting. With the 0.8 eV splitting included in both the dispersion and the Bloch functions, and the squared overlap summed over final spin, the values are 0.59 for $p=1$ and 0.56 for $p=0$. The tabulated scattering values therefore hold for unit overlap only.

\paragraph{What the numbers mean.} $R$ compares the Kane band with a hypothetical parabolic band of the same edge mass. It is not a ratio of two measured mobilities. The chosen density is close to the intrinsic density of InSb at 300 K, so a comparable number of holes is present; $\mu$ refers to the electrons alone, and scattering by holes is not included. Polar optical phonons are also important in InSb at 300 K. Their energy, roughly 0.02 eV, is comparable to $\Theta$, so the elastic derivation in (d) does not cover them: the collision term then couples deviations at different energies. The case $p=1$ has the $1/q^2$ coupling of that mechanism but not its energy exchange, and its $R$ should not be read as a prediction of the total InSb mobility.

\section*{Computed values}
\begin{verbatim}
band-edge mass (rough input): 0.014 electron masses
gap (rough input): 0.17 eV
temperature: 300 K
chosen density: 2.0e-08 per A^3
k_B T: 0.02585 eV
alpha = 1/gap: 5.882 per eV
beta = alpha k_B T: 0.1521
hbar^2/2m: 272.14 eV A^2
Kane, E = 1.5 k_B T = 0.03878 eV: gamma' = 1.4562
  k = 0.01323 per A, v = 7.512 A/fs
  density of states = 3.586e-06 per eV A^3
parabolic, E = 1.5 k_B T = 0.03878 eV: gamma' = 1.0000
  k = 0.01194 per A, v = 9.871 A/fs
  density of states = 2.222e-06 per eV A^3
Fermi level, Kane: -0.02961 eV
Fermi level, parabolic: -0.01455 eV
nondegenerate density growth at fixed level: 1.6394
R, constant tau: 0.5567 (reduction 44.3 %)
R, p=0: 0.3299 (reduction 67.0 %)
R, p=1: 0.3545 (reduction 64.6 %)
conductivity mass, constant tau: 0.02515 electron masses
p=0: factor with parabolic tau(k) 0.5031, final-state factor 0.6558
p=1: factor with parabolic tau(k) 0.6592, final-state factor 0.5377
R at n = 1e-13 per A^3: constant tau 0.5691, p=0 0.3410, p=1 0.3736
R at n = 1e-06 per A^3: constant tau 0.3534, p=0 0.1344, p=1 0.1303
gamma' at k_F for n = 1e-06 per A^3: 2.6699
degenerate limits there: 1/gamma' = 0.3745, 1/gamma'^2 = 0.1403
R for gap 0.16 eV: constant tau 0.5417, p=0 0.3134, p=1 0.3388
R for gap 0.18 eV: constant tau 0.5707, p=0 0.3457, p=1 0.3694
first-order nondegenerate estimate, constant tau: 0.2396
first-order nondegenerate estimate, p=0: -0.4827
first-order nondegenerate estimate, p=1: -0.4827
\end{verbatim}
